# Slowest carrier decay in a wafer with two unequal surfaces

## Problem

A short light pulse creates excess electrons in a uniform p-type silicon wafer occupying $0<x<W$. Their density $u(x,t)$ obeys

$$u_t=D\,u_{xx}-\frac{u}{\tau_b},\qquad D\,u_x(0,t)=S_1u(0,t),\qquad -D\,u_x(W,t)=S_2u(W,t).$$

Here $D$ is the diffusion coefficient, $\tau_b$ the bulk lifetime, and $S_1,S_2\ge 0$ are the surface recombination velocities, not both zero. Each boundary condition equates the diffusion flux leaving the wafer to the recombination flux $Su$. An infinite $S$ means $u=0$ at that face. The model is one-dimensional, with constant $D$ and $S$, low injection and no electric field.

(a) Find the equation that fixes the decay rates, and identify the slowest mode.

(b) Both faces recombine infinitely fast. Show that perfectly passivating one of them quadruples the diffusion-limited lifetime, and explain the factor physically.

(c) How do a finite $S$ on the bad face, a residual $S$ on the good face and bulk recombination alter this result?

(d) Evaluate the lifetimes for a 300 µm wafer at 300 K with electron mobility 1350 cm²/Vs. Take $S=10^5$ cm/s for a lapped face, 10 cm/s for a fresh hydrogen-terminated face and 1000 cm/s for an aged one.

## Hints

1. Bulk recombination acts equally everywhere. Factor it out first.
2. Write the spatial mode as one cosine with a phase, so that each face fixes one angle.
3. Add the angles before taking any tangent. The integer that appears labels the modes.
4. Ask where the density of the slowest mode has its maximum, and what current flows there.

## Solution

### (a) The decay modes

Put $u=e^{-t/\tau_b}v$. The time derivative of the exponential cancels the bulk term, leaving $v_t=Dv_{xx}$. The boundary conditions are unchanged, because the factor does not depend on $x$.

With $v=f(x)e^{-\lambda t}$ we need $-Df''=\lambda f$. To find the sign of $\lambda$, multiply by $f^*$ and integrate by parts:

$$\lambda\int_0^W|f|^2dx=D\int_0^W|f'|^2dx-D\big[f^*f'\big]_0^W .$$

At $x=W$, $-Df^*f'=S_2|f(W)|^2$. At $x=0$ the lower limit supplies $+Df^*f'=S_1|f(0)|^2$. Hence

$$\lambda\int_0^W|f|^2dx=D\int_0^W|f'|^2dx+S_1|f(0)|^2+S_2|f(W)|^2 .$$

For an infinite $S$ the surface term is absent, since $f=0$ there. The right side is real and non-negative. It could vanish only for a constant $f$ that is zero at every recombining face, hence zero everywhere. So $\lambda>0$.

We may therefore write $\lambda=D\theta^2/W^2$ with $\theta>0$, and

$$f(x)=\cos\!\left(\frac{\theta x}{W}-\varphi_1\right),\qquad h_i=\frac{S_iW}{D}.$$

At the left face $f(0)=\cos\varphi_1$ and $f'(0)=(\theta/W)\sin\varphi_1$, so

$$\frac{D\theta}{W}\sin\varphi_1=S_1\cos\varphi_1\quad\Rightarrow\quad\tan\varphi_1=\frac{h_1}{\theta}.$$

Shifting $\varphi_1$ by $\pi$ merely reverses the sign of $f$, so we choose $0\le\varphi_1\le\pi/2$. At the right face $f'(W)=-(\theta/W)\sin(\theta-\varphi_1)$, and the condition there gives

$$\tan(\theta-\varphi_1)=\frac{h_2}{\theta}.$$

Thus $\theta-\varphi_1=\varphi_2+n\pi$, where $\varphi_2=\arctan(h_2/\theta)$ also lies between 0 and $\pi/2$. A negative $n$ would give $\theta\le0$, because $\varphi_1+\varphi_2\le\pi$. The modes are therefore the roots of

$$\theta_n=n\pi+\arctan\frac{h_1}{\theta_n}+\arctan\frac{h_2}{\theta_n},\qquad n=0,1,2,\ldots$$

Let $F_n(\theta)$ be the left side minus the right side. It rises with $\theta$, since neither arctangent rises. For $n=0$ it is negative as $\theta\to0^+$ and equals $\pi-\varphi_1-\varphi_2\ge0$ at $\theta=\pi$. There is one root, and it lies in $(0,\pi]$. For $n\ge1$, $F_n(n\pi)=-\varphi_1-\varphi_2<0$, so $\theta_n>n\pi$. The slowest mode is therefore $n=0$:

$$\boxed{\theta=\arctan\frac{h_1}{\theta}+\arctan\frac{h_2}{\theta},\quad 0<\theta\le\pi,\qquad \tau_s=\frac{W^2}{D\theta^2},\qquad \frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac1{\tau_s}}$$

This mode governs the late decay. The argument of its cosine runs from $-\varphi_1$ to $\varphi_2$, within $[-\pi/2,\pi/2]$, so $f_0>0$ inside the wafer. Modes with different rates are orthogonal, because two integrations by parts give

$$(\lambda_m-\lambda_n)\int_0^Wf_mf_n\,dx=D\big[f_mf_n'-f_nf_m'\big]_0^W=0,$$

the bracket vanishing at each face when both modes obey the same boundary condition. By the completeness of Sturm–Liouville modes, the starting profile is a sum of the $f_n$. The amplitude of $f_0$ is $\int u(x,0)f_0dx/\int f_0^2dx$, which is positive for any non-negative, non-zero profile. The other modes shrink relative to it at least as fast as $e^{-(\lambda_1-\lambda_0)t}$.

For finite $h_1,h_2$, the tangent addition formula gives

$$\tan\theta=\frac{h_1/\theta+h_2/\theta}{1-h_1h_2/\theta^2}=\frac{\theta(h_1+h_2)}{\theta^2-h_1h_2}.$$

When $\theta^2<h_1h_2$ the tangent is negative and the slowest root lies between $\pi/2$ and $\pi$. The arctangent form selects this branch automatically.

### (b) The factor four

For two infinitely recombining faces each arctangent is $\pi/2$, so $\theta=\pi$. For $S_1=0$, $S_2=\infty$ one angle is zero and $\theta=\pi/2$. Therefore

$$\tau_s(\infty,\infty)=\frac{W^2}{\pi^2D},\qquad \tau_s(0,\infty)=\frac{4W^2}{\pi^2D},$$

and their ratio is 4.

The density of the slowest mode peaks where the cosine's argument is zero:

$$x_m=\frac{\varphi_1}{\theta}W.$$

Its gradient vanishes there, so no diffusion current crosses this plane, just as none crosses a perfectly passivated face. With two infinite sinks, $x_m=W/2$: the wafer acts as two halves placed back to back, each with one sink and one perfect face. Passivating one real face moves the no-current plane to that face. The escape distance doubles from $W/2$ to $W$, and the diffusion time grows as distance squared.

### (c) Departures from the ideal case

Suppose first that the bad faces have a large finite $h$. Then $\arctan(h/\theta)=\pi/2-\arctan(\theta/h)\approx\pi/2-\theta/h$. For two such faces,

$$\theta\approx\pi-\frac{2\theta}{h}\ \Rightarrow\ \theta\approx\frac{\pi}{1+2/h},\qquad \tau_s\approx\frac{W^2}{\pi^2D}\left(1+\frac4h\right).$$

With one face perfect, $\theta\approx\pi/2-\theta/h$, so $\theta\approx(\pi/2)/(1+1/h)$ and the lifetime gains the factor $1+2/h$. The ratio becomes $4(1-2/h)$ to first order in $1/h$.

Next let the good face keep a small $h_1$ opposite an infinite sink. Then

$$\theta=\frac\pi2+\arctan\frac{h_1}{\theta}\approx\frac\pi2+\frac{2h_1}{\pi}.$$

Since $\tau_s\propto\theta^{-2}$, its fractional change is $-2(2h_1/\pi)/(\pi/2)=-8h_1/\pi^2$.

Finally, bulk recombination limits the measured gain. If $\tau_1=W^2/(\pi^2D)$, the two effective lifetimes are $\tau_1/(1+\tau_1/\tau_b)$ and $4\tau_1/(1+4\tau_1/\tau_b)$. Their ratio is

$$4\,\frac{1+\tau_1/\tau_b}{1+4\tau_1/\tau_b}.$$

It approaches 4 for $\tau_b\gg4\tau_1$ and 1 when bulk recombination dominates.

### (d) The silicon wafer

At 300 K the thermal voltage is $k_BT/e=25.85$ mV. The Einstein relation gives $D=1350\times0.02585=34.9$ cm²/s. With $W=0.0300$ cm in the formulas,

$$\frac{D}{W}=1163\ \text{cm/s},\qquad \frac{W^2}{D}=25.79\ \text{µs}.$$

The first number is the scale against which $S$ is large or small. The hydrogen-terminated, aged and lapped faces have $h=0.0086$, 0.860 and 86.0.

The ideal lifetimes are $25.79/\pi^2=2.61$ µs with two infinite sinks and $4\times25.79/\pi^2=10.45$ µs with one. For finite $S$ the phase equation was solved numerically by bracketing its root:

- Two lapped faces: $\theta=3.070$ and $\tau_s=2.74$ µs.
- One fresh hydrogen-terminated and one lapped face: $\theta=1.558$ and $\tau_s=10.62$ µs.
- One aged and one lapped face: $\theta=0.413+1.548=1.961$ and $\tau_s=25.79/1.961^2=6.71$ µs.

Replacing one lapped face by a fresh hydrogen-terminated one thus gains a factor 3.88. An aged face gains 2.45, because its $S$ is comparable with $D/W$. The peak of that mode lies at $x_m=300\times0.413/1.961=63$ µm from the aged face.

The fresh case lasts slightly longer than the ideal 10.45 µs. The finite $S$ of the lapped face adds $2/86.0=2.3\%$, while the residual recombination opposite removes $8\times0.0086/\pi^2=0.7\%$.

How good must the good face be? Opposite an infinite sink, a 5% loss of lifetime corresponds, in the linear estimate, to $S=0.05(\pi^2/8)(D/W)=72$ cm/s. The numerical root of the full equation gives 76.5 cm/s.

The lifetime must also be read late enough. For the fresh case the second mode has $\tau=1.19$ µs. I followed uniform initial generation by Chebyshev collocation in $x$ and a matrix exponential in time, without bulk recombination. The apparent lifetime $-N/(dN/dt)$, with $N$ the total excess carrier number, is 7.2 µs at $t=0.1\tau_s$ and 10.45 µs at $t=0.5\tau_s$. The latter is still 1.6% below the final 10.62 µs.

### How far a real wafer departs from the model

An HF dip removes the oxide and leaves a largely hydrogen-terminated silicon surface, which reoxidizes in air. The three values of $S$ are rough, assumed values; real ones depend strongly on preparation, doping and injection. The following estimates refer to the fresh/lapped case, with $S$ held fixed and one effect changed at a time.

The largest of the effects estimated here is high injection. Electrons and holes must then diffuse together. For a common density gradient $g$, their fluxes are $-D_ng-\mu_nnE$ and $-D_pg+\mu_ppE$, where $n,p$ are the total densities and $E$ is the internal field. Equating the fluxes, eliminating $E$ and using $\mu=D/(k_BT/e)$ gives the ambipolar coefficient

$$D_a=\frac{D_nD_p(n+p)}{D_nn+D_pp}.$$

For $n\ll p$ this is $D_n$, the coefficient used above. For $n\approx p$ it is $2D_nD_p/(D_n+D_p)$. With a rough hole mobility of 460 cm²/Vs, $D_p=11.9$ cm²/s and $D_a=17.7$ cm²/s. If this value held throughout the wafer, the lifetime would rise by 93%. With a density-dependent $D_a$ the rise should be smaller, because the density is low near the lapped face and $D_a$ is larger there; its size is not computed here. At densities far above the doping, real silicon also has Auger recombination and an injection-dependent $S$, which this estimate leaves out. At doping $10^{15}$ cm⁻³, using the value of $D_a$ for an excess density of $10^{13}$ cm⁻³ throughout the wafer gives a rise of 1.8%. This is an upper estimate if $10^{13}$ cm⁻³ is the peak excess density, because $D_a$ lies closer to $D_n$ wherever the density is lower. The ideal ratio 4 survives any constant $D$, but not a comparison made at different injection levels.

The other estimates are smaller:

- A bulk lifetime of 1000 µs lowers 10.62 to 10.51 µs. The gain over two lapped faces falls from 3.88 to 3.85.
- Warming by 10 K, with the rough law $D\propto T^{-1.4}$, adds 4.6%.
- A band bending of 0.3 V at the lapped face gives a depletion layer of about 0.6 µm, for relative permittivity 11.7 and doping $10^{15}$ cm⁻³. If recombination is assigned to its inner edge, the shorter path alone removes 0.4%. This counts only the lost thickness. The bent bands also draw excess electrons toward the surface, by a factor up to $e^{0.3/0.02585}\approx10^5$, and this storage lengthens the decay by an amount that can be as large or larger, until injection flattens the bands. The figure therefore indicates the size of the effect, not its sign.
- Infinitely recombining edges of a square sample of side $L=2$ cm add the rate $2\pi^2D/L^2$, one term $\pi^2D/L^2$ for each lateral direction. This removes 0.2%.

An infinite $S$ is itself an idealization. At a perfectly absorbing wall carriers move only outward. For a half-Maxwellian distribution their mean normal speed is $\sqrt{2k_BT/(\pi m)}$, about $10^7$ cm/s for a rough mass of 0.26 electron masses. Using this speed instead of infinity at both faces lengthens $\tau_s$ by 0.04%.

## Variation 1: two equal faces of finite $S$

Both faces have the same finite $h>0$, and one is then perfectly passivated. What gain is possible?

Let $\varphi(h)$ be the root of $\varphi\tan\varphi=h$ in $(0,\pi/2)$. With one perfect face, $\theta=\varphi(h)$. With two equal faces, $\theta=2\arctan(h/\theta)$. Setting $\theta=2\psi$ gives $\psi\tan\psi=h/2$, so $\psi=\varphi(h/2)$. The gain is

$$R=\left[\frac{2\varphi(h/2)}{\varphi(h)}\right]^2=4\left[\frac{\varphi(h/2)}{\varphi(h)}\right]^2.$$

Since $\varphi\tan\varphi$ rises with $\varphi$, the root rises with $h$, and $R<4$. Also $\varphi^2/h=\varphi/\tan\varphi$, whose derivative with respect to $\varphi$ is $(\sin\varphi\cos\varphi-\varphi)/\sin^2\varphi<0$. Therefore $\varphi(h/2)^2/(h/2)>\varphi(h)^2/h$, which gives $R>2$.

For the wafer above, $R=2.00$, 2.27 and 3.91 at $S=10$, 1000 and $10^5$ cm/s. When surface capture is the bottleneck, removing one of two equal sinks doubles the lifetime. When diffusion is the bottleneck, the doubled path produces the factor four.

## Variation 2: two slow, unequal faces

Let $h_1,h_2\ll1$. Then $\theta$ and both ratios $h_i/\theta$ are small. Expanding $\arctan z\approx z-z^3/3$ and multiplying the phase equation by $\theta$ gives

$$\theta^2\approx h_1+h_2-\frac{h_1^3+h_2^3}{3\theta^2}.$$

At leading order $\theta^2=h_1+h_2$. Using this in the small last term, with $h_1^3+h_2^3=(h_1+h_2)(h_1^2-h_1h_2+h_2^2)$, we find

$$\tau_s=\frac{W^2}{D\theta^2}\approx\frac{W}{S_1+S_2}\left[1+\frac{h_1^2-h_1h_2+h_2^2}{3(h_1+h_2)}\right].$$

The leading term does not contain $D$: the density is nearly flat, so a content $uW$ per unit area drains at the rate $(S_1+S_2)u$. Perfectly passivating face 1 multiplies this leading lifetime by $(S_1+S_2)/S_2$. At this leading order the gain is below 2 if face 1 was already the better one, and exceeds 4 if $S_1>3S_2$. The bracket shifts both thresholds slightly: for $h_2=0.1$ the exact gain is 2.01 at $h_1=0.098$ and 3.95 at $h_1=0.305$. The range between 2 and 4 in Variation 1 therefore belongs to initially equal faces.
